# Dimer tilts on Si(001): an Ising model for c(4x2) and p(2x2), part 2

Each dimer of the Si(001) surface tilts in one of two senses, $s_{i,j}=\pm1$ for dimer $j$ in row $i$, defined relative to the same direction across all rows. At what temperature does the tilt order disappear? The energy of $N$ dimers is

$$E=NE_0+\sum_{i,j}\Big[V s_{i,j}s_{i,j+1}+H s_{i,j}s_{i+1,j}+D s_{i,j}\big(s_{i+1,j+1}+s_{i+1,j-1}\big)\Big]. \tag{1}$$

Positive couplings favour opposite tilts. Let $V>0$ and, if $HD>0$, also $V>\min(|H|,2|D|)$. A plaquette proof then shows that the sign of

$$M=H-2D \tag{2}$$

decides the ground state: c(4x2), $s_{i,j}=(-1)^{i+j}$, for $M>0$; p(2x2), $s_{i,j}=(-1)^j$, for $M<0$. At $M=0$ the phase of each alternating row is free.

In p(2x1), $s_{i,j}=1$; in p(4x1), $s_{i,j}=(-1)^i$. With energies per dimer $e_{21},e_{41},e_{22},e_c$ for p(2x1), p(4x1), p(2x2) and c(4x2),

$$V=\frac{e_{21}+e_{41}-e_{22}-e_c}{4},\quad H+2D=\frac{e_{21}-e_{41}}2,\quad M=\frac{e_{22}-e_c}2. \tag{8}$$

The couplings come from a model with continuous tilts $\theta_{i,j}$:

$$W=\sum_{i,j}\Big[-\frac a2\theta_{i,j}^2+\frac b4\theta_{i,j}^4+k_v\theta_{i,j}\theta_{i,j+1}+k_h\theta_{i,j}\theta_{i+1,j}+k_d\theta_{i,j}(\theta_{i+1,j+1}+\theta_{i+1,j-1})\Big]. \tag{3}$$

Mirror symmetry through each row forbids terms linear in $\theta$. The mapping to (1) is exact for the four ordered patterns and approximate for others.

The examples use $a=b=400$, $k_v=40$, $k_h=12$ meV, with a well depth $a^2/(4b)=100$ meV:

- Set A: $k_d=2$ meV, $(V,H,D)=(39.76,\,11.2,\,0.8)$ meV, $M=9.6$ meV.
- Set B: $k_d=10$ meV, $(V,H,D)=(38.8,\,8,\,8.8)$ meV, $M=-9.6$ meV.

$T$ is the temperature and $k$ without a subscript is Boltzmann's constant. For two weakly coupled rows closed into rings, the relative-phase correlation, positive for rows in phase, is

$$C=-\frac{M}{kT}S^2, \tag{16}$$

where $S$ is the staggered structure factor of a single row.

### 10. The transition without diagonal coupling

For $D=0$, define

$$\sigma_{i,j}=\begin{cases}(-1)^{i+j}s_{i,j}, & H>0,\\ (-1)^js_{i,j}, & H<0.\end{cases}$$

In both cases the in-row energy becomes $-V\sigma\sigma'$ and the inter-row energy $-|H|\sigma\sigma'$. Both models are the same anisotropic ferromagnet. Uniform order of $\sigma$ means c(4x2) for $H>0$ and p(2x2) for $H<0$. The transition temperature depends on $|H|$, while the sign of $H$ names the ordered phase.

The transition is located by comparing two expansions of the partition function $Z$. Put $K_1=V/kT$ and $K_2=|H|/kT$.

In the high-temperature expansion, each bond factor is written as $\cosh K(1+\sigma\sigma'\tanh K)$. Summing over the signs leaves products of bonds that form closed polygons:

$$Z=2^N(\cosh K_1\cosh K_2)^N\sum_{\text{polygons}}(\tanh K_1)^{\ell_1}(\tanh K_2)^{\ell_2}, \tag{18}$$

where $\ell_1$ and $\ell_2$ count the bonds along and across the rows.

In the low-temperature expansion, start from uniform $\sigma$ and draw a wall segment across every bond that joins opposite signs. The walls are closed polygons on the lattice of plaquette centres. A segment that cuts an in-row bond runs across the rows and has weight $e^{-2K_1}$. A segment that cuts an inter-row bond runs along the rows and has weight $e^{-2K_2}$. Thus

$$Z=2e^{N(K_1+K_2)}\sum_{\text{polygons}}(e^{-2K_2})^{\ell_1}(e^{-2K_1})^{\ell_2}. \tag{19}$$

Polygons that wind around the periodic lattice are treated differently in the two sums, but this does not affect the free energy per dimer of a large system. The sums agree if (18) is taken at couplings $K_1^*,K_2^*$ with

$$\tanh K_1^*=e^{-2K_2},\qquad \tanh K_2^*=e^{-2K_1}.$$

Using $\sinh2x=2\tanh x/(1-\tanh^2x)$,

$$\sinh2K_1^*=\frac{2e^{-2K_2}}{1-e^{-4K_2}}=\frac1{\sinh2K_2},\qquad
\sinh2K_2^*=\frac1{\sinh2K_1}. \tag{20}$$

The ratio $\sinh2K_1/\sinh2K_2$ is therefore unchanged by the map, while the product $\sinh2K_1\sinh2K_2$ goes into its inverse. The prefactors in (18) and (19) are smooth. A singularity of the free energy at one point thus implies one at its partner. Assume that there is a single singular point on each curve of fixed ratio. It must be its own partner, so the product is 1:

$$\sinh\frac{2V}{kT_c}\,\sinh\frac{2|H|}{kT_c}=1. \tag{21}$$

The left side falls steadily as $T$ rises, so there is one solution. An equivalent form will be useful. From (21), $\sinh2K_1=1/\sinh2K_2$ and $\cosh2K_1=\cosh2K_2/\sinh2K_2$. Adding these gives

$$e^{2K_1}=\frac{1+\cosh2K_2}{\sinh2K_2}=\coth K_2. \tag{22}$$

For weak inter-row coupling, $\coth K_2\approx kT/|H|$, and

$$kT_c\approx\frac{2V}{\ln(kT_c/|H|)}.$$

The transition temperature goes to zero as $|H|\to0$, as it must for separate rows, but only logarithmically. A small inter-row coupling can still produce order at a substantial temperature.

Above $T_c$ the average tilt is zero at every site. The average structure then has the 2x1 periodicity of the dimer rows, although each dimer in the model remains tilted at every instant.

### 11. A wall argument that includes diagonal coupling

With $D\ne0$ the polygon argument no longer applies. An estimate follows from the free energy of a domain wall that crosses the rows. Choose the transformation of section 10 according to the sign of $M$, and write $\eta=\operatorname{sgn}M$.

For $M>0$, the factor $(-1)^{i+j}$ changes sign between facing dimers but not between diagonal neighbours. For $M<0$, the factor $(-1)^j$ does the reverse. In both cases the inter-row energy is

$$-J_1\sigma\sigma'\ \text{(facing)},\qquad -J_2\sigma\sigma'\ \text{(diagonal)},\qquad J_1=\eta H,\quad J_2=-\eta D,$$

and $J_1+2J_2=\eta(H-2D)=|M|$.

Let each row contain one reversal of $\sigma$, and let its position shift by $m$ dimers from one row to the next. Each reversal costs $2V$. Between the two rows, $|m|$ facing pairs have opposite signs. For the two kinds of diagonal pair, one row is displaced by one dimer relative to the other, so their numbers of opposite pairs are $|m-1|$ and $|m+1|$. The inter-row cost is

$$2J_1|m|+2J_2\big(|m-1|+|m+1|\big)=
\begin{cases}2|M||m|, & m\ne0,\\ 4J_2=-4\eta D, & m=0,\end{cases} \tag{23}$$

because $|m-1|+|m+1|$ equals $2|m|$ for $m\neq0$ and 2 for $m=0$.

Successive shifts are independent in this picture. With $x=e^{-2|M|/kT}$, the sum over one shift is

$$Q=e^{4\eta D/kT}+2\sum_{m=1}^{\infty}x^m=e^{4\eta D/kT}+\frac{2x}{1-x}
=e^{4\eta D/kT}+\coth\frac{|M|}{kT}-1,$$

where $2x/(1-x)=(1+x)/(1-x)-1$ was used. The wall free energy per row is $2V-kT\ln Q$. At low temperature it is positive and walls are suppressed. The estimated transition is where it vanishes:

$$e^{2V/kT_c}=\coth\frac{|M|}{kT_c}-1+e^{4\eta D/kT_c}. \tag{24}$$

The picture omits walls with several reversals in one row, and separate small domains near the wall. At $D=0$ equation (24) nevertheless coincides with (22). For $D\ne0$ it is an estimate. It also presumes that the ground-state order persists up to a single continuous transition.

### 12. When may $H$ be replaced by $M$?

A simpler estimate puts $|M|$ in place of $|H|$ in (21). By (22), this means $e^{2V/kT}=\coth(|M|/kT)$. Equation (24) differs from it by $e^{4\eta D/kT}-1$. If $D$ and $M$ have the same sign, this term is positive: straight pieces of wall are cheaper, and $T_c$ is lower than the simple estimate. If the signs differ, (24) gives a higher $T_c$. This rule belongs to the wall estimate, and it can fail when $H$ and $D$ have the same sign and $|H|$ and $2|D|$ are comparable to $V$. For $V=40$, $H=30$, $D=18$ meV, so that $M=-6$ meV, the strip method of section 13 gives $kT_c\approx40.3$ meV, below the simple estimate of 41.3 meV, while (24) gives 43.1 meV.

For $|M|,|D|\ll kT$, the relative change of the right side of (24) is

$$\frac{4\eta D/kT}{kT/|M|}=\frac{4MD}{(kT)^2}.$$

To find the shift, take the logarithm of (24). The function $2V/kT-\ln(kT/|M|)$ changes by $-(2V/kT+1)\,\delta T/T$ when $T$ changes by $\delta T$. Balancing the two changes gives

$$\frac{\delta T}{T}\approx-\frac{4MD/(kT)^2}{1+2V/kT}. \tag{25}$$

If $H$ and $D$ are reduced together at fixed $V$, the product $MD$ falls as their square, while $1/(kT_c)^2$ grows only as the square of a logarithm. The numerator therefore tends to zero, though more slowly than the square of the couplings. Within the wall estimate, the replacement of $H$ by $M$ therefore becomes accurate for weakly coupled rows.

### 13. Transition temperatures

An independent estimate comes from strips that are infinitely long along the rows and periodic across them, with a width of $L$ rows. The two eigenvalues of largest magnitude of the transfer matrix, $\Lambda_0$ and $\Lambda_1$, give the correlation length $\xi=1/\ln(\Lambda_0/|\Lambda_1|)$ along the rows, in units of the dimer spacing. At a continuous transition with a single growing length scale, $\xi$ is proportional to $L$ for large $L$. The temperature at which $L/\xi$ is equal for $L=6$ and $L=8$ thus estimates $T_c$.

For $D=0$, $V=39.76$ meV and $|H|=9.6$ meV, equation (21) gives 564.3 K. The strips give 564.8 K for either sign of $H$, a difference of about 0.1%. This shows the accuracy of the strip estimate in a case where the formula is known.

With diagonal coupling the results are as follows. "B weak" is set B with $H$ and $D$ divided by four, so that $M=2-4.4=-2.4$ meV.

| Set | Strips (K) | Equation (24) (K) | $H$ replaced by $M$ (K) |
|---|---|---|---|
| A | 562 | 561 | 564 |
| B | 572 | 578 | 556 |
| B weak | 356 | 356 | 354 |

The signs of the shifts agree with section 12. In set A, $M$ and $D$ are both positive, and the transition lies below the simple estimate. In set B they have opposite signs, and it lies above.

The arithmetic for set A can be followed at the strip value $kT_c=48.43$ meV, which corresponds to 562 K. The left side of (24) is $e^{79.52/48.43}=5.17$. The right side is

$$\coth\frac{9.6}{48.43}-1+e^{3.2/48.43}=5.11-1+1.07=5.18 .$$

The near equality shows that the wall estimate is good here. In set B, at the strip value 49.33 meV, the two sides are 4.82 and 4.69. The wall free energy is still positive, so (24) places the transition higher, by 1.0% relative to the strips. The simple replacement is 2.9% too low.

In "B weak" the simple replacement is 0.5% too low. Equation (25), evaluated at $kT=30.67$ meV, predicts a shift of

$$\frac{4\times2.4\times2.2/30.67^2}{1+77.6/30.67}\approx0.006,$$

in line with the 2 K difference between the last two columns.

Sets A and B have the same $|M|$ and nearly the same $V$, and their transition temperatures differ by only about 10 K. Yet one orders as c(4x2) and the other as p(2x2). A measured transition temperature alone therefore does not reveal the sign of $M$. These temperatures are not predictions for Si(001), whose order–disorder transition is observed near 200 K. For sets A and B, $kT_c$ is also about half the well depth of 100 meV, so the tilt model (3) would not be well described by fixed signs there.

### 14. Obtaining the sign, and limits of the rule

If total energies of the four patterns are available, (8) gives the couplings. The comparison that decides the order is $M=(e_{22}-e_c)/2$. Comparing the patterns with uniform rows gives $H+2D$ instead. In set B this is $(-40.96+92.16)/2=25.6$ meV, while $M=-9.6$ meV. The preference of uniform rows for antiphase order thus says nothing reliable about alternating rows.

Pair couplings of longer range are easily included in the comparison. Let $J_{n,m}$ couple dimers separated by $n$ rows and $m$ positions. Their product of signs is $(-1)^m$ in p(2x2) and $(-1)^{n+m}$ in c(4x2). Counting each pair once,

$$e_{22}-e_c=\sum_{n,m}J_{n,m}(-1)^m\big[1-(-1)^n\big]=2\sum_{n\ \text{odd}>0}\ \sum_m(-1)^mJ_{n,m}. \tag{26}$$

The last double sum replaces $M$. Couplings within a row, or between rows an even number apart, cancel from this difference. Its sign still says which of the two patterns is lower, but the plaquette proof no longer excludes a third pattern with lower energy.

A coupling proportional to the product of the four signs on a plaquette also leaves (26) unchanged, because that product is $+1$ in both patterns. It can, however, alter the energies of other patterns and the transition temperature. If it favours a product of $-1$ strongly enough, neither of the two patterns is the ground state.

Steps and defects break the mirror symmetry of section 3 and can favour one sense of tilt nearby. Such a local preference acts as a field on $s$ and can fix the phase of a row. Quantum tunnelling between the two tilts is absent from this classical model. When $|M|$ is small, any of these effects may outweigh it, and the sign rule for the ideal terrace then no longer determines the observed pattern.

The numerical output below lists the energies, couplings and temperatures used here.

## Computed results

```
a = b = 400 meV, kv = 40 meV, kh = 12 meV
Ground states of 4 rows at M = 0: 16
Set A: kd = 2 meV
  A energy of p(2x1): -51.840 meV per dimer
  A energy of p(4x1): -77.440 meV per dimer
  A energy of p(2x2): -134.560 meV per dimer
  A energy of c(4x2): -153.760 meV per dimer
  A V = 39.76, H = 11.20, D = 0.80 meV
  A M = H - 2D = 9.60 meV; lowest state c(4x2)
  A E[p(2x2)] - E[c(4x2)] = 19.20 meV per dimer
  A largest mapping error, 20 random patterns: 3.09 meV per dimer
Set B: kd = 10 meV
  B energy of p(2x1): -40.960 meV per dimer
  B energy of p(4x1): -92.160 meV per dimer
  B energy of p(2x2): -153.760 meV per dimer
  B energy of c(4x2): -134.560 meV per dimer
  B V = 38.80, H = 8.00, D = 8.80 meV
  B M = H - 2D = -9.60 meV; lowest state p(2x2)
  B E[p(2x2)] - E[c(4x2)] = -19.20 meV per dimer
Two rings of 6 dimers, set B, kT = 60 meV: S = 3.405
  couplings H and D scaled by 1e-03
  correlation / scale: enumerated 1.8546, formula 1.8546
D = 0, V = 39.76, H = 9.60 meV: Tc formula 564.3 K, strips 564.8 K
D = 0, V = 39.76, H = -9.60 meV: Tc formula 564.3 K, strips 564.8 K
A: V = 39.76, H = 11.20, D = 0.80 meV
  Tc strips 562.0 K (kTc = 48.43 meV)
  Tc wall estimate 561.4 K, H replaced by M 564.3 K
  relative error: wall -0.10 %, replacement 0.41 %
B: V = 38.80, H = 8.00, D = 8.80 meV
  Tc strips 572.4 K (kTc = 49.33 meV)
  Tc wall estimate 578.2 K, H replaced by M 555.7 K
  relative error: wall 1.00 %, replacement -2.92 %
B weak: V = 38.80, H = 2.00, D = 2.20 meV
  Tc strips 355.9 K (kTc = 30.67 meV)
  Tc wall estimate 355.9 K, H replaced by M 353.9 K
  relative error: wall 0.01 %, replacement -0.54 %
```
